# Memory Needed for G, W and the Vertex in Silicon

## Problem

A crystal in equilibrium has the full periodicity of its lattice, no spin polarization and no spin-orbit coupling.

(a) Fourier transform Hedin's equations and count the independent crystal momenta, reciprocal vectors and frequencies in $G$, $W$ and $\Gamma$.

(b) Estimate the memory of dense tables of these functions for bulk silicon. Use an $8\times8\times8$ momentum mesh, 64 points per frequency argument and 16 bytes per complex number. Plane waves reach a kinetic energy of 270 eV on electron legs and 135 eV on interaction legs. Core electrons are replaced by a pseudopotential.

(c) Must the whole of $\Gamma$ be stored?

## Equations and conventions

Part (a) uses Hartree atomic units. Write $1=(\mathbf r_1,t_1)$, let $1^+$ be infinitesimally later than $1$, and integrate over repeated points. With the Hartree potential inside $G_0$, Hedin's equations are

$$G(1,2)=G_0(1,2)+\int G_0(1,3)\Sigma(3,4)G(4,2),$$
$$W(1,2)=v(1,2)+\int v(1,3)P(3,4)W(4,2),$$
$$P(1,2)=-2i\int G(1,3)\Gamma(3,4,2)G(4,1^+),$$
$$\Sigma(1,2)=i\int G(1,3)\Gamma(3,2,4)W(4,1^+),$$
$$\Gamma(1,2,3)=\delta(1,2)\delta(1,3)+\int K(1,2;4,5)G(4,6)\Gamma(6,7,3)G(7,5).$$

The 2 in $P$ is the spin sum. The kernel is $K=\delta\Sigma/\delta G$, summed over the spin of the varied $G$.

## Solution (a): counting

Let $f(1,\dots,n)$ be unchanged when all positions shift by a lattice vector $\mathbf R$. Its Fourier coefficient is the integral of $f$ times $\exp(-i\sum_j s_j\mathbf p_j\cdot\mathbf r_j)$, where $s_j=\pm1$ is the sign chosen for leg $j$. Shifting every integration variable by $\mathbf R$ gives

$$\tilde f=e^{-i\mathbf R\cdot\sum_j s_j\mathbf p_j}\,\tilde f .$$

So $\tilde f$ vanishes unless $\sum_j s_j\mathbf p_j$ is a reciprocal vector. Split each $\mathbf p_j$ into a crystal momentum and a reciprocal vector. The condition fixes one crystal momentum and leaves all $n$ reciprocal vectors free. Time shifts are continuous, so the signed frequencies sum to zero and one frequency is fixed. The counts are therefore $n-1$ momenta, $n$ reciprocal vectors and $n-1$ frequencies:

- $G_{\mathbf G\mathbf G'}(\mathbf k,\omega)$ and $W_{\mathbf G\mathbf G'}(\mathbf q,\nu)$ have 1, 2 and 1.
- $\Gamma_{\mathbf G_1\mathbf G_2\mathbf G_3}(\mathbf k,\mathbf q;\omega,\nu)$ has 2, 3 and 2.
- $K$, a four-point function, has 3, 4 and 3.

In a homogeneous system $\mathbf R$ is arbitrary, so the signed wave vectors themselves sum to zero. One reciprocal vector is then fixed too, and $G$ and $W$ become diagonal.

## Solution (a): transformed equations

For a periodic box of volume $V$ containing $N_k$ cells, expand

$$A(1,2)=\frac1V\sum_{\mathbf k\mathbf G\mathbf G'}\int\!\frac{d\omega}{2\pi}\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r_1}A_{\mathbf G\mathbf G'}(\mathbf k,\omega)e^{-i(\mathbf k+\mathbf G')\cdot\mathbf r_2}e^{-i\omega(t_1-t_2)}.$$

For $\Gamma(1,2,3)$ the prefactor is $V^{-2}$, with sums over $\mathbf k,\mathbf q$, integrals over $\omega,\nu$, and the phase

$$e^{i(\mathbf k+\mathbf G_1)\cdot\mathbf r_1-i(\mathbf k-\mathbf q+\mathbf G_2)\cdot\mathbf r_2-i(\mathbf q+\mathbf G_3)\cdot\mathbf r_3}\,e^{-i\omega t_1+i(\omega-\nu)t_2+i\nu t_3}.$$

If $\mathbf k-\mathbf q$ leaves the Brillouin zone, folding it back relabels $\mathbf G_2$ and adds no argument.

**Dyson equations.** In $\int A(1,3)B(3,2)$, the $\mathbf r_3$ integral gives $V$ times Kronecker deltas and the $t_3$ integral gives $2\pi\delta(\omega-\omega')$. These cancel one factor $V^{-1}$ and one frequency integral, which leaves a matrix product:

$$G=G_0+G_0\Sigma G\ \text{ at each }(\mathbf k,\omega),\qquad W=v+vPW\ \text{ at each }(\mathbf q,\nu).$$

Here $v_{\mathbf G\mathbf G'}(\mathbf q)=4\pi\delta_{\mathbf G\mathbf G'}/|\mathbf q+\mathbf G|^2$. The point $\mathbf q+\mathbf G=0$ needs special treatment. In an insulator, as $\mathbf q\to0$ the element $W_{\mathbf 0\mathbf 0}$ diverges as $1/q^2$, the elements with one zero index diverge as $1/q$ and change sign with $\mathbf q$, and the remaining elements have limits that can depend on the direction of $\mathbf q$. The table sizes below assume one stored value per element, such as an average over the small region of the zone around $\mathbf q=0$, where these divergences are integrable.

**Polarization.** The two $G$'s and $\Gamma$ bring $V^{-4}$, and the integrals over $\mathbf r_3,\mathbf r_4$ return $V^2$. The expansion of $P$ itself carries $V^{-1}$, so one $V^{-1}$ remains. At $\mathbf r_1$ the wave vector is $(\mathbf k+\mathbf G_1)-(\mathbf k-\mathbf q+\mathbf G_5)$. Setting it equal to $\mathbf q+\mathbf G$ gives $\mathbf G_1=\mathbf G+\mathbf G_5$. The time $1^+$ in the second $G$ supplies $e^{i(\omega-\nu)0^+}$. Hence

$$P_{\mathbf G\mathbf G'}(\mathbf q,\nu)=-\frac{2i}{V}\sum_{\mathbf k}\int\!\frac{d\omega}{2\pi}e^{i(\omega-\nu)0^+}\!\!\sum_{\mathbf G_3\mathbf G_4\mathbf G_5}\!G_{\mathbf G+\mathbf G_5,\mathbf G_3}(\mathbf k,\omega)\,\Gamma_{\mathbf G_3\mathbf G_4\mathbf G'}(\mathbf k,\mathbf q;\omega,\nu)\,G_{\mathbf G_4\mathbf G_5}(\mathbf k-\mathbf q,\omega-\nu).$$

**Self-energy.** The volume factors are the same. Let $G(1,3)$ carry $\mathbf k+\mathbf q$ and $\omega+\nu$. The factor $W(4,1^+)$ removes $\mathbf q+\mathbf G_5$ and $\nu$ at point 1, leaving $\mathbf k+\mathbf G$ and $\omega$:

$$\Sigma_{\mathbf G\mathbf G'}(\mathbf k,\omega)=\frac iV\sum_{\mathbf q}\int\!\frac{d\nu}{2\pi}e^{i\nu0^+}\!\!\sum_{\mathbf G_3\mathbf G_4\mathbf G_5}\!G_{\mathbf G+\mathbf G_5,\mathbf G_3}(\mathbf k+\mathbf q,\omega+\nu)\,\Gamma_{\mathbf G_3\mathbf G'\mathbf G_4}(\mathbf k+\mathbf q,\mathbf q;\omega+\nu,\nu)\,W_{\mathbf G_4\mathbf G_5}(\mathbf q,\nu).$$

**Vertex.** Expand the two delta functions in plane waves with wave vectors $\mathbf k-\mathbf q+\mathbf G_2$ and $\mathbf q+\mathbf G_3$. At $\mathbf r_1$ these add to $\mathbf k+\mathbf G_2+\mathbf G_3$, so the bare vertex is $\delta_{\mathbf G_1,\mathbf G_2+\mathbf G_3}$.

Give $K$ the prefactor $V^{-3}$, with $\mathbf k'+\mathbf G_4$ entering at point 4 and $\mathbf k'-\mathbf q+\mathbf G_5$ leaving at point 5. The product $KG\Gamma G$ has $V^{-7}$ and four spatial integrals return $V^4$. Compared with the $V^{-2}$ of $\Gamma$, one $V^{-1}$ is left:

$$\Gamma_{\mathbf G_1\mathbf G_2\mathbf G_3}(\mathbf k,\mathbf q;\omega,\nu)=\delta_{\mathbf G_1,\mathbf G_2+\mathbf G_3}+\frac1V\sum_{\mathbf k'}\int\!\frac{d\omega'}{2\pi}\sum_{\mathbf G_4\mathbf G_5}K_{\mathbf G_1\mathbf G_2,\mathbf G_4\mathbf G_5}(\mathbf k,\mathbf k',\mathbf q;\omega,\omega',\nu)\,H_{\mathbf G_4\mathbf G_5\mathbf G_3},$$
$$H_{\mathbf G_4\mathbf G_5\mathbf G_3}=\sum_{\mathbf G_6\mathbf G_7}G_{\mathbf G_4\mathbf G_6}(\mathbf k',\omega')\,\Gamma_{\mathbf G_6\mathbf G_7\mathbf G_3}(\mathbf k',\mathbf q;\omega',\nu)\,G_{\mathbf G_7\mathbf G_5}(\mathbf k'-\mathbf q,\omega'-\nu).$$

In the $GW$ approximation $\Gamma$ is the bare Kronecker delta and needs no table.

These equations were tested on a small space-time ring with 3 cells, 2 points per cell and 5 times, using a generic translation-invariant kernel. Direct evaluation in space and time gave 60 nonzero Fourier elements for $G$ and for $W$, and 1800 for $\Gamma$. Since $60=3^1 2^2 5^1$ and $1800=3^2 2^3 5^2$, the exponents are the counts above. The transformed equations reproduced the direct results with a largest absolute deviation of $7.8\times10^{-15}$.

## Solution (b): silicon

Let $N_\psi$ and $N_\chi$ be the numbers of plane waves on an electron and an interaction leg, and $N_\omega$ the number of frequencies. $\Gamma$ has two electron legs and one interaction leg. With $b$ bytes per number,

$$M_G=bN_kN_\psi^2N_\omega,\quad M_W=bN_kN_\chi^2N_\omega,\quad M_\Gamma=bN_k^2N_\psi^2N_\chi N_\omega^2 .$$

At fixed $\mathbf k$, the vectors $\mathbf k+\mathbf G$ have one point per reciprocal volume $(2\pi)^3/\Omega$, where $\Omega$ is the cell volume. A sphere of radius $k_c$ therefore holds about

$$N=\frac{4\pi k_c^3/3}{(2\pi)^3/\Omega}=\frac{\Omega k_c^3}{6\pi^2}$$

plane waves. The lattice parameter 0.5431 nm gives $\Omega=0.5431^3/4=0.04005$ nm³. With $\hbar^2/2m=0.03810$ eV nm², the 270 eV cutoff gives $k_c=\sqrt{270/0.03810}=84.18$ nm⁻¹, and

$$N_\psi\approx\frac{0.04005\times84.18^3}{6\pi^2}\approx403 .$$

The 135 eV cutoff gives $k_c=59.53$ nm⁻¹ and $N_\chi\approx143$. Explicit counts over the mesh range from 388 to 415 and from 136 to 153. With $N_k=8^3=512$,

$$M_G\approx16\times512\times403^2\times64\ \text{bytes}\approx85\ \text{GB},$$
$$M_W\approx16\times512\times143^2\times64\ \text{bytes}\approx11\ \text{GB},$$
$$M_\Gamma=M_G\,(N_kN_\chi N_\omega)\approx85\ \text{GB}\times4.7\times10^6\approx4.0\times10^2\ \text{PB}.$$

Here 1 GB is $10^9$ bytes and 1 PB is $10^{15}$ bytes. Summing the explicit plane-wave counts also gives 399 PB for $\Gamma$.

The 64 frequencies are meant for the imaginary axis, where the functions are smoother; moving there does not change the number of arguments. The choice was tested on integrals, with measure $d\omega/2\pi$, of

$$\frac{1}{(i\omega-a)\,[\,i(\omega-\nu)\pm b'\,]},$$

with $a,b'$ equal to 0.5, 5, 50 or 270 eV and $\nu$ equal to 0, 1, 10, 100 or 1000 eV. Relative to $1/|a+b'-i\nu|$, the worst error was 0.053% with 64 points and 4.2% with 32. For energies and $\nu$ between these values the errors can be about twice as large. The grid uses Gauss-Legendre nodes in $u$ with $\omega=0.5\ \text{eV}\times\sinh u$, half of them measured from $0$ and half mirrored from $\nu$. Outside the tested range it is much worse: with 64 points the error reaches about 10% for poles at 0.25 eV and about 0.8% for $\nu$ near $10^5$ eV. The 0.5 eV scale must therefore be matched to the smallest pole energy, about half the gap. The points cluster around both $0$ and $\nu$, so $G$ must be interpolated between stored frequencies. The same holds for $\Gamma$ in the self-energy and for $W$ in the approximate kernel of part (c). None of this interpolation was tested.

## A few cases

| Case | $G$ (GB) | $W$ (GB) | $\Gamma$ (PB) |
|---|---:|---:|---:|
| Settings of the problem | 85 | 11 | 399 |
| Same, irreducible mesh points only | 4.8 | 0.60 | 9.6 |
| Coarse settings | 0.67 | 0.093 | 0.073 |
| $12^3$ mesh, rest unchanged | 288 | 36 | 4500 |

The coarse settings are a $4^3$ mesh, cutoffs of 135 and 70 eV and 32 frequencies. They show the scaling and are not offered as converged. Even so, $\Gamma$ takes 73 TB. These are continuum estimates; explicit plane-wave counts give 0.68 GB, 0.097 GB and 75 TB.

Silicon's 48 point operations reduce 512 momenta to 29, a factor of about 18. Many mesh points lie on symmetry planes or axes, where some operations leave them unchanged and they have fewer than 48 partners. A pair $(\mathbf k,\mathbf q)$ is unchanged only if both members are, so pairs reduce more strongly, from 262144 to 6300, a factor of about 42. The table multiplies the full sizes by these ratios. Plane-wave counts vary slightly over the mesh, so explicit sums over the irreducible points can differ by about 1%. This row reduces only the mesh points. The operations that leave a momentum unchanged also relate elements with different reciprocal vectors. Using these relations as well brings the factor close to 48 for all three tables, giving about 1.8 GB, 0.23 GB and 8.3 PB. The fractional translations of the diamond structure add phases to the symmetry relations but no stored elements.

## Solution (c): one column at a time

No. In the vertex equation $\mathbf q$, $\nu$ and $\mathbf G_3$ are the same on both sides and are never summed over. For each choice of these labels there is a separate linear equation, whose unknown column has $N_kN_\psi^2N_\omega$ elements. That is the size of $G$, about 85 GB here. Each column yields one column of $P$. Once $W$ is known, the column of $\Gamma$ can be recomputed, its contribution added to $\Sigma$, and the column discarded. For a given kernel, the price is about $4.7\times10^6$ linear equations, each solved twice, before point symmetry is used. If the kernel is updated self-consistently, this work is repeated at every pass.

The kernel must not be tabulated either. A general $K$ would take $bN_k^3N_\psi^4N_\omega^3\approx1.5\times10^{10}$ PB. One approximation takes $\Sigma=iGW$ and drops $\delta W/\delta G$. Since $W(1,2)=W(2,1)$, it gives $K(1,2;4,5)=iW(1,2)\delta(1,4)\delta(2,5)$, up to the infinitesimal time shift. Matching wave vectors at points 1 and 2 yields

$$K_{\mathbf G_1\mathbf G_2,\mathbf G_4\mathbf G_5}=iW_{\mathbf G_1-\mathbf G_4,\mathbf G_2-\mathbf G_5}(\mathbf k-\mathbf k',\omega-\omega').$$

The kernel then needs no table of its own, but the table of $W$ covers only a small part of it. With the cutoffs used here, about 22% of the wave vectors $\mathbf k-\mathbf k'+\mathbf G_1-\mathbf G_4$ lie within the interaction cutoff, and both indices of $W$ do so for only about 5% of the kernel elements. Elsewhere $W$ needs a prescription, such as replacement by the diagonal $v$, or a larger interaction cutoff.

## How far this describes real silicon

The cutoffs are given by the problem and assume a pseudopotential; no convergence of band energies was examined. Of the changes considered here, the largest comes from treating the core electrons explicitly in plane waves. For an unscreened hydrogenic 1s orbital with nuclear charge 14, holding 99.9% of the norm takes a cutoff of 53 keV. This multiplies $N_\psi$ by 2760 and, with all else fixed, both $M_G$ and $M_\Gamma$ by $7.6\times10^6$.

The time-ordered equations above hold at zero temperature. At finite temperature the same counts apply to functions of discrete Matsubara frequencies, and temperature sets their spacing. At 300 K the Matsubara spacing is $2\pi k_BT=0.1624$ eV, and a uniform grid over $\pm270$ eV has 3325 bosonic or 3324 fermionic points. Compared with 64 points, $G$ grows 52 times and $\Gamma$ about 2700 times. These factors are lower bounds at equal accuracy. Cutting the sum at 270 eV without a tail correction leaves an error of 12% in the test integral at $\nu=0$ for $a=b'=50$ eV, and 50% for 270 eV. This is the reason to use a nonuniform grid.

Devices contain dopants and interfaces, which break the lattice periodicity assumed here. Suppose the repeating unit grows to $N_s$ primitive cells at fixed total volume and cutoffs. Then $N_k$ falls by $N_s$ while $N_\psi$ and $N_\chi$ rise by $N_s$. An $n$-point table changes by $N_s^{-(n-1)}N_s^{\,n}=N_s$, so $G$, $W$ and $\Gamma$ all grow by the same factor. If no periodicity survives within the 512-cell box, that factor is 512, and any saving from point symmetry is generally lost as well. The numerical output below lists the values used.

## Numbers as computed

```
Ring: cells, points per cell, times: 3 2 5
Nonzero elements; exponents of momentum, reciprocal vector, frequency
  G: 60; 1, 2, 1
  W: 60; 1, 2, 1
  Gamma: 1800; 2, 3, 2
  K: 54000; 3, 4, 3
Largest deviation, transformed vs direct equations: 7.8e-15
Silicon lattice parameter: 0.5431 nm
Primitive cell volume: 0.04005 nm^3
hbar^2/(2m): 0.03810 eV nm^2
Mesh points Nk: 512 (8 per direction)
Cutoffs, electron and interaction legs: 270, 135 eV
Cutoff wave numbers: 84.18, 59.53 nm^-1
Continuum Npsi, Nchi: 403.5, 142.6
Explicit Npsi min, mean, max: 388, 403.7, 415
Explicit Nchi min, mean, max: 136, 142.4, 153
Frequencies Nw: 64; bytes per number: 16
Pole energies tested: 0.5 to 270 eV
Worst frequency-integral error, 32 nodes: 4.2 %
Worst frequency-integral error, 64 nodes: 0.053 %
G memory, continuum and explicit: 85.3, 85.5 GB
W memory, continuum and explicit: 10.67, 10.64 GB
Gamma memory, continuum and explicit: 399, 399 PB
G and W at one frequency: 1.34, 0.166 GB
Gamma/G memory ratio (explicit): 4.67e+06
Number of Gamma columns (explicit): 4.67e+06
Mean Gamma column: 85.4 GB
General four-point kernel: 1.5e+10 PB
Point operations: 48
Irreducible k: 29 of 512
Irreducible (k,q) pairs: 6300 of 262144
Gamma after point symmetry: 9.6 PB
G after point symmetry: 4.8 GB
W after point symmetry: 0.60 GB
Coarse set: 4x4x4 mesh, 135 and 70 eV, 32 frequencies
  G, W: 0.67, 0.093 GB; Gamma: 73 TB
12x12x12 mesh: G 288 GB, W 36.0 GB, Gamma 4544 PB
Matsubara spacing at 300 K: 0.1624 eV
Uniform frequencies over +-270 eV: 3325
  growth of G, Gamma: 52.0, 2699 times
Cutoff holding 99.9 % of bare 1s norm (Z=14): 53.1 keV
  growth of Npsi, G: 2760, 7.6e+06 times
```
